# Screened KKR structure constants from finite clusters in fcc and bcc

## 1. Why the bare structure constants cannot be cut off

In the Korringa–Kohn–Rostoker (KKR) method, electrons travel between atomic spheres with the free-space Green function. At positive energy its magnitude falls as $1/R$, while the number of sites in a shell of fixed thickness grows as $R^2$. A sum over neighbours therefore does not converge absolutely, and cutting it at a finite radius gives a result that depends on the cut. In the fcc example below, at 0.2 Ha and with each block multiplied by the sphere matrix $t^r$ of Section 3, the bare couplings to sites at twice the nearest-neighbour distance or farther, within 141 sites, have a combined root-sum-square weight 1.02 times that of the nearest shell.

The remedy is to measure propagation relative to a crystal of repulsive spheres instead of vacuum. Below the spectrum of that reference crystal a wave cannot propagate, and its Green function decays exponentially. The new couplings can then be computed on a finite cluster, at the price of an error that has to be measured.

## 2. Free propagation between two sites

Hartree atomic units are used. With $\kappa=\sqrt{2E}$ and $\operatorname{Im}\kappa\ge0$, the free Green function obeys $(E+\tfrac12\nabla^2)G_0=\delta$, so that

$$G_0=-\frac{e^{i\kappa d}}{2\pi d},$$

where $d$ is the distance between its two points. Let $L=(l,m)$ label real spherical harmonics, and write $j_L(\mathbf r)=j_l(\kappa r)Y_L(\hat{\mathbf r})$, $h_L(\mathbf r)=h_l(\kappa r)Y_L(\hat{\mathbf r})$, with $h_l$ the outgoing Hankel function.

About one centre, each angular component of $G_0$ must be regular at the smaller radius and outgoing at the larger one. It is thus $A\,j_l(\kappa r_<)h_l(\kappa r_>)$. The delta function requires the radial derivative to jump by $2/r^2$. Since $j_lh_l'-j_l'h_l=i/x^2$ at argument $x=\kappa r$,

$$A\,\kappa\,\frac{i}{\kappa^2r^2}=\frac{2}{r^2}\quad\Rightarrow\quad A=-2i\kappa .$$

Now put one point at $\mathbf R_n+\mathbf r$, the other at $\mathbf R_m+\mathbf r'$, and let $\mathbf R=\mathbf R_m-\mathbf R_n$. Their distance is $|\mathbf R-(\mathbf r-\mathbf r')|$. If $|\mathbf r-\mathbf r'|<R$, the one-centre result gives

$$G_0=-2i\kappa\sum_{L''}h_{L''}(\mathbf R)\,j_{L''}(\mathbf r-\mathbf r').$$

To separate $\mathbf r$ from $\mathbf r'$, expand both sides of $e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}=e^{i\mathbf q\cdot\mathbf r}e^{-i\mathbf q\cdot\mathbf r'}$, with $q=\kappa$, in spherical waves:

$$4\pi\sum_{L''}i^{l''}j_{L''}(\mathbf r-\mathbf r')Y_{L''}(\hat{\mathbf q})=(4\pi)^2\sum_{LL'}i^{l-l'}j_L(\mathbf r)j_{L'}(\mathbf r')Y_L(\hat{\mathbf q})Y_{L'}(\hat{\mathbf q}).$$

Multiplying by one harmonic and integrating over $\hat{\mathbf q}$ gives

$$j_{L''}(\mathbf r-\mathbf r')=4\pi\sum_{LL'}i^{l-l'-l''}C_{LL'L''}\,j_L(\mathbf r)j_{L'}(\mathbf r'),$$

where $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\Omega$. This integral vanishes unless $l+l'+l''$ is even, so the sign of the exponent of $i$ may be reversed. Collecting the sum over $L''$ first is allowed under the stronger condition $r+r'<R$, which holds for points inside non-overlapping spheres. Hence, in that region, $G_0=\sum_{LL'}j_L(\mathbf r)\,g^{nm}_{LL'}\,j_{L'}(\mathbf r')$ with

$$g^{nm}_{LL'}=-8\pi i\kappa\sum_{L''}i^{\,l'+l''-l}\,C_{LL'L''}\,h_{L''}(\mathbf R_m-\mathbf R_n),\qquad n\ne m. \tag{1}$$

We set $g^{nn}=0$, because propagation within one sphere belongs to the single-sphere problem.

## 3. The repulsive sphere

Each reference sphere has radius $S$, half the nearest-neighbour distance, and constant potential $V_r>0$. For an incoming wave $j_l$, the integral equation $\psi=j+G_0V\psi$ and the one-centre form of $G_0$ give, outside the sphere,

$$\psi_l=j_l(\kappa r)-2i\kappa\,t_l\,h_l(\kappa r),\qquad t_l=\int_0^S j_l(\kappa r)V_r\psi_l(r)\,r^2dr .$$

Inside, $\psi_l\propto j_l(qr)$ with $q=\sqrt{2(E-V_r)}$. Let $D_l=q\,j_l'(qS)/j_l(qS)$ be its logarithmic derivative, primes denoting derivatives with respect to the argument. Matching requires

$$\kappa j_l'-2i\kappa t_l\,\kappa h_l'=D_l\,(j_l-2i\kappa t_lh_l),$$

with all functions at $\kappa S$. Collecting the terms in $t_l$,

$$t_l=\frac{\kappa j_l'-D_lj_l}{2i\kappa(\kappa h_l'-D_lh_l)}. \tag{2}$$

As $V_r\to0$, $t_l\to0$ and the screening disappears. As $V_r\to\infty$, $\psi_l(S)=0$ and $t_l\to j_l/(2i\kappa h_l)$, which is finite.

The matrices are cut at $l\le l_{\max}$. Setting $t_l=0$ above the cutoff describes exactly a different potential: one that acts in each sphere on components with $l\le l_{\max}$ and lets the others pass. Its spectrum can be found independently with plane waves. For an attractive test well of $-1$ Ha in the fcc lattice of Section 7, at $\mathbf k=(0.5,0.3,0.1)\,a_0^{-1}$, KKR and projected plane waves give $-0.5455$ and $-0.5454$ Ha at $l_{\max}=0$, and $-0.6308$ and $-0.6306$ Ha at $l_{\max}=2$. The plane-wave levels are slightly higher, as expected from a variational basis of finite size.

## 4. Screening as a linear system

Place a source of unit multipole $L'$ at site 0. By (1) it sends to site $n$ a regular wave with amplitudes $g^{n0}$. Every sphere $m$ reached by a wave of amplitude $X^m$ emits a multipole $t^rX^m$, which travels on with $g^{nm}$. The total incoming amplitudes satisfy

$$X^n=g^{n0}+\sum_m g^{nm}t^rX^m .$$

These $X^n$ are the screened structure constants $g^{r,n0}$. In matrix form, over sites and $L$,

$$(1-g\,t^r)\,g^r=g\quad\Rightarrow\quad g^r=(1-g\,t^r)^{-1}g . \tag{3}$$

Unlike $g^{00}$, the block $g^{r,00}$ is not zero: it contains echoes from the neighbours.

The algorithm, for one atom per cell, is:

1. Choose a cluster of complete shells around site 0.
2. At energy $E$, build $g$ from (1) and $t^r$ from (2).
3. Solve $(1-gt^r)X=g$ for the $(l_{\max}+1)^2$ right-hand columns belonging to site 0.
4. For each Bloch vector, form
$$g^r(\mathbf k)=\sum_n e^{-i\mathbf k\cdot\mathbf R_n}X^n. \tag{4}$$

Step 4 follows from the Bloch transform $g(\mathbf k)=\sum_m g^{nm}e^{i\mathbf k\cdot(\mathbf R_m-\mathbf R_n)}$ by placing the second site at the origin. With several inequivalent sites, one cluster is needed for each. A dense solution with $N$ sites costs of order $N^3(l_{\max}+1)^6$ operations per energy, and its blocks serve all $\mathbf k$.

## 5. The exact error equation

Let $C$ denote the cluster and $O$ all sites outside it. Let $X$ be the infinite-lattice solution and $X^{\rm cl}$ the cluster solution. The rows of (3) belonging to $C$ read

$$(1-gt^r)_{CC}X_C-g_{CO}t^rX_O=g_{C0},$$

whereas the cluster calculation solves $(1-gt^r)_{CC}X^{\rm cl}=g_{C0}$. Subtracting,

$$X^{\rm cl}-X_C=-\big[(1-gt^r)_{CC}\big]^{-1}g_{CO}\,t^r\,X_O. \tag{5}$$

The right side is the missing echo: waves that reach outer spheres, scatter there and return. The Bloch sum (4) also lacks the outer blocks themselves, so its total error is

$$\delta g^r(\mathbf k)=\sum_{n\in C}e^{-i\mathbf k\cdot\mathbf R_n}(X^{\rm cl}-X)^n-\sum_{n\in O}e^{-i\mathbf k\cdot\mathbf R_n}X^n. \tag{6}$$

Both parts are linear in the outer amplitudes $X_O$. They can add or cancel, so the error need not fall at every added shell.

## 6. An empty crystal as a yardstick

For a physical crystal with sphere matrix $t$, a standing wave needs $(1-g(\mathbf k)t)a=0$. Multiplying by $(1-gt^r)^{-1}$ transfers this condition to the reference system:

$$(1-gt^r)^{-1}\big[(1-gt^r)-g(t-t^r)\big]=1-g^r(t-t^r).$$

Now let the physical crystal be empty, $t=0$. The secular matrix becomes

$$M(\mathbf k,E)=1+g^r(\mathbf k)t^r=(1-g(\mathbf k)t^r)^{-1}. \tag{7}$$

The last equality holds because $1+(1-gt^r)^{-1}gt^r=(1-gt^r)^{-1}[(1-gt^r)+gt^r]$.

The roots must be the free-electron energies. To see this at finite $l_{\max}$, write the Bloch Green function as a sum over $\mathbf q=\mathbf k+\mathbf G$, with $\mathbf G$ a reciprocal lattice vector and $\Omega$ the atomic volume:

$$G_{\mathbf k}(\mathbf r,\mathbf r')=\frac1\Omega\sum_{\mathbf q}\frac{e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}}{E-q^2/2}.$$

Near a nondegenerate energy $\varepsilon=q^2/2$, expanding the exponentials in spherical waves shows that

$$g(\mathbf k)=b+\frac{vv^\dagger}{E-\varepsilon},\qquad v_L=\frac{4\pi}{\sqrt\Omega}\,i^lY_L(\hat{\mathbf q}),$$

with $b$ finite at $\varepsilon$. Let $B=1-bt^r$ be invertible and $s=v^\dagger t^rB^{-1}v\neq0$. The equation $(1-gt^r)x=v$ reads

$$Bx-v\,\frac{c}{E-\varepsilon}=v,\qquad c=v^\dagger t^rx .$$

Therefore $x=B^{-1}v\,[1+c/(E-\varepsilon)]$. Applying $v^\dagger t^r$ gives $c=s[1+c/(E-\varepsilon)]$, so $c=s(E-\varepsilon)/(E-\varepsilon-s)$ and

$$Mv=x=B^{-1}v\,\frac{E-\varepsilon}{E-\varepsilon-s}.$$

This vanishes at $E=\varepsilon$. Under the stated conditions the infinite lattice thus returns the free-electron energy at any $l_{\max}$, including $l_{\max}=0$. Any deviation, apart from rounding and root finding, comes from the finite cluster.

To first order the deviation follows from (6). Let $w$ and $u^\dagger$ be the right and left null vectors of $M$ at $\varepsilon$. The perturbed equation, multiplied from the left by $u^\dagger$, leaves $u^\dagger(\delta E\,\partial_EM+\delta M)w=0$, so

$$\delta E=-\frac{u^\dagger\,\delta g^r(\mathbf k)\,t^r\,w}{u^\dagger\,\partial_EM\,w}.$$

The shift can be complex: at $E>0$ the vacuum around a finite cluster accepts outgoing waves, and the cluster matrix lacks the symmetry that keeps the infinite-lattice root real.

## 7. Measured errors

Take round model parameters: $\Omega=80\,a_0^3$, $V_r=4$ Ha, $l_{\max}=2$. For fcc, $a=(4\Omega)^{1/3}=6.840\,a_0$, the nearest distance is $a/\sqrt2=4.837\,a_0$ and $S=2.418\,a_0$. For bcc, $a=(2\Omega)^{1/3}=5.429\,a_0$, the nearest distance is $\sqrt3a/2=4.702\,a_0$ and $S=2.351\,a_0$.

At $E=0.2$ Ha, $\kappa=\sqrt{0.4}=0.6325\,a_0^{-1}$. The fcc sphere has $t_0=0.2011-0.7356i$ Ha $a_0^3$. A sphere that absorbs nothing must obey $\operatorname{Im}t_l=-2\kappa|t_l|^2$, because the outgoing part of $\psi_l$, with coefficient $\tfrac12-2i\kappa t_l$, must keep the modulus $\tfrac12$ of the incoming part. Here $|t_0|^2=0.0404+0.5411=0.5815$, and $2\times0.6325\times0.5815=0.7356$, as required.

The lowest reference levels found at five $\mathbf k$ points are about 1.09 Ha for fcc and 1.32 Ha for bcc. The true minimum could lie lower between these points; that it stays above the energies used below, 0.2 and 0.5 Ha, is assumed, with a wide margin at the sampled points.

The roots near 0.2 Ha were computed for $|\mathbf k|=0.6325\,a_0^{-1}$ along [100], [110] and [111]. The determinant of $M$ was interpolated through five energies within 0.04 Ha of the exact root. The tables give the largest absolute real and imaginary errors over the three directions, in mHa. "Cut" is the largest $|\delta E|$ when the blocks of the largest cluster are kept but their range is restricted to the stated size. It isolates the second sum in (6), up to the remaining error of those blocks. In the last row nothing is cut, so that entry is simply the full $|\delta E|$ of the largest cluster. It does not measure the remaining error of the blocks: the two sums in (6) can cancel in it, and the block error alone can be several times larger. Cut entries of a few tenths of a mHa, at the larger sizes, are therefore uncertain, and the discussion below does not rely on them.

fcc:

| Sites | Radius ($a_0$) | Real | Imag. | Cut |
|---:|---:|---:|---:|---:|
| 13 | 4.84 | 7.77 | 2.86 | 3.00 |
| 19 | 6.84 | 5.30 | 0.35 | 2.06 |
| 43 | 8.38 | 0.81 | 1.50 | 3.70 |
| 55 | 9.67 | 0.34 | 0.10 | 0.46 |
| 87 | 11.85 | 0.18 | 0.17 | 0.80 |
| 141 | 13.68 | 0.15 | 0.12 | 0.16 |

bcc:

| Sites | Radius ($a_0$) | Real | Imag. | Cut |
|---:|---:|---:|---:|---:|
| 15 | 5.43 | 4.62 | 1.05 | 0.85 |
| 27 | 7.68 | 1.47 | 0.63 | 1.31 |
| 51 | 9.00 | 1.33 | 0.95 | 3.39 |
| 65 | 10.86 | 0.09 | 0.06 | 0.44 |
| 89 | 11.83 | 0.13 | 0.13 | 0.18 |
| 137 | 13.30 | 0.08 | 0.07 | 0.10 |

At 13 and 19 fcc sites and at 15 bcc sites the full error is more than twice the cut error. To first order the shifts from the two sums in (6) add, so in the worst direction the missing echo (5) contributes at least the difference, which exceeds the effect of the missing range. At 43 fcc sites and 51 bcc sites the order is reversed: the full calculation is better than accurate blocks cut at the same radius. The two sums in (6) then partly cancel. Replacing cluster blocks by more accurate ones without extending their range can therefore worsen an eigenvalue.

Convergence is irregular. The bcc error rises from 65 to 89 sites before falling again. A fit of one exponential to these few points would not be a reliable estimate of the remaining error.

A second measure compares $g^r(\mathbf k)t^r$ with the infinite-lattice matrix at $E=0.3+0.3i$ Ha, where $g(\mathbf k)$ can be summed directly, for $\mathbf k=(0.5,0.3,0.1)\,a_0^{-1}$. The Frobenius norm of the difference, divided by that of the infinite-lattice matrix, in fcc is $7.1\times10^{-2}$ at 13 sites, $3.6\times10^{-2}$ at 43, $3.0\times10^{-3}$ at 55 and $1.8\times10^{-3}$ at 141. In bcc it is $5.0\times10^{-2}$ at 15 sites, $3.4\times10^{-2}$ at 51, $1.9\times10^{-3}$ at 65 and $1.3\times10^{-3}$ at 137.

In both lattices this matrix error thus shows, at the sizes computed, a large drop followed by little further change up to the largest clusters used, which stop short of three times the nearest-neighbour distance ($14.51\,a_0$ in fcc, $14.10\,a_0$ in bcc); the plateau ends there. Adding the next shell, at three times that distance, lowers the error to $1.6\times10^{-4}$ in fcc (177 sites) and $2.0\times10^{-4}$ in bcc (169 sites). In fcc the drop occurs when the cluster first includes the sites at twice the nearest-neighbour distance, which lie directly behind the nearest neighbours. In bcc the step from 51 to 65 sites adds that shell together with the shell at $2a$, so the two were not separated. A possible explanation is that components with $l>2$, which the truncated spheres do not repel, carry amplitude straight through the intervening sphere. This is a conjecture; the calculation does not isolate such paths. Raising $l_{\max}$ to 3 or 4 lowers the fcc errors at both 43 and 55 sites but leaves a drop of more than a factor of ten between them, so the components just above $l=2$ are not the whole cause.

## 8. Choosing a cluster, and where the method degrades

At comparable size the bcc errors are smaller in the larger clusters. With 89 sites and radius $11.83\,a_0$, bcc has a real error of 0.13 mHa; fcc with 87 sites and radius $11.85\,a_0$ has 0.18 mHa. Near 140 sites the values are 0.08 and 0.15 mHa. This ordering was found for one set of parameters, one energy and three directions; nothing more general is shown.

The gain must be set against cost. Going from 55 to 141 fcc sites multiplies the leading cost by $(141/55)^3\approx17$, while the real error falls from 0.34 to 0.15 mHa, a factor of about 2.2. Both sizes lie on the plateau of Section 7, so this poor return says nothing about the next shell, where the matrix error drops tenfold. For an accuracy of roughly 0.5 mHa at 0.2 Ha, in the three directions sampled, 55 fcc or 65 bcc sites suffice in this model.

Higher energies are harder. Along [100], the error $|\delta E|$ with 55 fcc sites grows from 0.36 mHa at 0.2 Ha to 1.5 mHa at 0.5 Ha. With 65 bcc sites it grows from 0.06 to 1.7 mHa. The weight of distant screened blocks relative to the nearest shell, measured as in Section 1, also rises: from 0.038 to 0.044 in fcc and from 0.033 to 0.039 in bcc. This rise of about 18% is much smaller than the growth of the eigenvalue errors. Between the two energies $\mathbf k$ and $t^r$ change as well, and the separate contributions were not resolved. Inside the reference spectrum the premise fails, because the reference crystal then has propagating states.

A smaller angular cutoff gives a larger error at the one size tested. With $l_{\max}=1$ the largest clusters still leave 0.76 mHa in fcc and 0.63 mHa in bcc, against 0.16 and 0.10 mHa for $l_{\max}=2$. The infinite-lattice root is exact in both cases; what changes is the reference system, which repels fewer components. For $l_{\max}=1$ neither the reference spectrum nor the convergence with cluster size was examined.

These figures measure the reference calculation for an empty crystal. In a real crystal the same $\delta g^r$ enters multiplied by $t-t^r$ instead of $-t^r$, so the tabulated shifts are not bounds on its band energies. The practical procedure is to enlarge the cluster by complete shells and to watch the quantity that is wanted, but little change over a few shells does not prove convergence. From 65 to 137 bcc sites the real error only moves from 0.09 to 0.08 mHa. In these lattices the matrix error dropped sharply at two and three times the nearest-neighbour distance, so a test should reach past such a shell. The numerical check tests the expansion, the sphere matrix, the projected potential and the cluster errors.

## Numbers as computed

```
atomic volume 80.0 a0^3, barrier 4.0 Ha, lmax 2
two-centre expansion, relative error: 9.3e-09
fcc t_r at 0.2 Ha, l=0: 0.201097 -0.735593i Ha a0^3
fcc t_r at 0.2 Ha, l=1: 0.277333 -0.113617i Ha a0^3
fcc t_r at 0.2 Ha, l=2: 0.043415 -0.002391i Ha a0^3
attractive test well -1.0 Ha, fcc, k = [0.5 0.3 0.1] 1/a0
  lmax 0: KKR -0.54549 Ha, projected plane waves -0.54539 Ha
  lmax 2: KKR -0.63082 Ha, projected plane waves -0.63063 Ha
|k| for 0.2 Ha: 0.6325 1/a0; for 0.5 Ha: 1.0000 1/a0
fcc: a = 6.8399 a0, nearest distance 4.8365 a0, S = 2.4183 a0
  lowest sampled reference level: 1.091 Ha
  sites radius/a0 |Re dE|/mHa |Im dE|/mHa range-only |dE|/mHa matrix rel.err
    13    4.837     7.76807     2.86316        2.99528       7.06e-02
    19    6.840     5.30206     0.34943        2.06302       5.93e-02
    43    8.377     0.81250     1.50408        3.70328       3.57e-02
    55    9.673     0.34268     0.10406        0.45989       2.97e-03
    87   11.847     0.17899     0.16531        0.79769       2.34e-03
   141   13.680     0.15282     0.11901        0.15887       1.80e-03
  far/near weight at 0.2 Ha: bare 1.0237, screened 3.76e-02
  far/near weight at 0.5 Ha: bare 1.1038, screened 4.43e-02
  [100], 55 sites: |dE| = 0.35813 mHa at 0.2 Ha, 1.50702 mHa at 0.5 Ha
  lmax 1, 141 sites: largest |dE| = 0.75915 mHa
bcc: a = 5.4288 a0, nearest distance 4.7015 a0, S = 2.3508 a0
  lowest sampled reference level: 1.322 Ha
  sites radius/a0 |Re dE|/mHa |Im dE|/mHa range-only |dE|/mHa matrix rel.err
    15    5.429     4.61664     1.04918        0.84693       5.01e-02
    27    7.678     1.47082     0.63340        1.31363       3.85e-02
    51    9.003     1.33444     0.94915        3.38706       3.42e-02
    65   10.858     0.08682     0.06316        0.43723       1.92e-03
    89   11.832     0.12650     0.12658        0.17519       1.28e-03
   137   13.298     0.07607     0.07242        0.09665       1.31e-03
  far/near weight at 0.2 Ha: bare 1.1165, screened 3.30e-02
  far/near weight at 0.5 Ha: bare 1.2102, screened 3.89e-02
  [100], 65 sites: |dE| = 0.06472 mHa at 0.2 Ha, 1.71754 mHa at 0.5 Ha
  lmax 1, 137 sites: largest |dE| = 0.63486 mHa
```
